# Electronegativity from attachment balanced by ion–ion recombination

## Question

A spatially uniform plasma contains electrons of density $n_e$, one species of singly charged positive ion of density $n_+$ and one species of singly charged negative ion of density $n_-$. It is quasineutral. Negative ions are formed by electron attachment to a gas of density $n_g$, with rate coefficient $k_a$, and destroyed by recombination with positive ions, with rate coefficient $k_r$. The sheath electric field keeps negative ions from reaching the wall. The gas is not noticeably depleted, and the rate coefficients are constant. Detachment is neglected until part (f).

The electronegativity is $\alpha=n_-/n_e$. Use these round model parameters:

- gas pressure $p=2.0$ Pa and gas temperature $T_g=400$ K;
- $k_a=1.0\times10^{-16}$ m³/s and $k_r=1.0\times10^{-13}$ m³/s;
- $n_e=1.0\times10^{16}$ m⁻³.

**(a)** Derive the steady electronegativity for given $n_e$, and evaluate it and both ion densities.

**(b)** Find its limits for weak and strong attachment, and its sensitivity to the rate coefficients.

**(c)** How does the calculation change if $n_+$ is supplied instead of $n_e$?

**(d)** Electron–positive-ion pairs are lost to the wall at frequency $\nu_w=2.0\times10^4$ s⁻¹ per electron. Does the particle balance determine $n_e$?

**(e)** At constant $n_e$, find $\alpha(t)$ for a plasma that starts without negative ions. Is the steady state stable?

**(f)** Each negative ion now also detaches at frequency $\nu_d=500$ s⁻¹. Find the new electronegativity at the same $n_e$, and state when detachment may be neglected.

## Model answers

### (a) Steady electronegativity

In the steady state, the production and loss of negative ions per unit volume are equal:

$$k_a n_g n_e=k_r n_+n_- .$$

Quasineutrality means $n_+=n_e+n_-$. With $n_-=\alpha n_e$ this becomes $n_+=(1+\alpha)n_e$, so

$$k_a n_g n_e=k_r n_e^2\,\alpha(1+\alpha).$$

Dividing by $k_r n_e^2$ gives

$$\alpha(1+\alpha)=B,\qquad B=\frac{k_a n_g}{k_r n_e}.$$

The two roots of $\alpha^2+\alpha-B=0$ have product $-B<0$, so one is positive and one negative. A negative $\alpha$ would mean a negative density $n_-$. The physical root is therefore

$$\boxed{\alpha=\frac{-1+\sqrt{1+4B}}{2}}.$$

The two rate coefficients enter through their ratio, but they do not fix $\alpha$ by themselves: $n_g/n_e$ is needed too.

For the numbers, the ideal-gas law gives $n_g=p/(k_BT_g)=3.62\times10^{20}$ m⁻³. The attachment frequency per electron is $\nu_a=k_an_g=3.62\times10^4$ s⁻¹, and $k_rn_e=1.00\times10^3$ s⁻¹. Hence

$$B=\frac{3.62\times10^4}{1.00\times10^3}=36.2,\qquad
\alpha=\frac{-1+12.08}{2}=5.54 .$$

The ion densities are

$$n_-=\alpha n_e=5.54\times10^{16}\ \text{m}^{-3}=5.54\times10^{10}\ \text{cm}^{-3},$$

$$n_+=(1+\alpha)n_e=6.54\times10^{16}\ \text{m}^{-3}=6.54\times10^{10}\ \text{cm}^{-3}.$$

As a check, attachment and recombination both proceed at $3.62\times10^{20}$ m⁻³ s⁻¹. This has the same digits as $n_g$ because $k_an_e=1$ s⁻¹ for the chosen parameters.

### (b) Limits and sensitivity

**Weak attachment, $B\ll1$.** Write the quadratic as $\alpha=B-\alpha^2$. To leading order $\alpha\approx B$, and inserting this in the small term gives

$$\alpha\approx B-B^2 .$$

Here $n_+\approx n_e$, so a negative ion recombines mainly with positive ions whose charge is balanced by electrons.

**Strong attachment, $B\gg1$.** The solution can be written $\alpha=\sqrt{B+\tfrac14}-\tfrac12$. Moreover,

$$\sqrt{B+\tfrac14}-\sqrt B=\frac{1/4}{\sqrt{B+\frac14}+\sqrt B},$$

which lies between $0$ and $1/(8\sqrt B)$. Therefore

$$\alpha\approx\sqrt B-\tfrac12 .$$

The square root arises because $n_+\approx n_-$, which makes the recombination rate quadratic in $n_-$. In the example $\sqrt B=6.02$, which is 8.7% above the full solution, whereas $\sqrt B-\tfrac12=5.52$ is close to 5.54.

**Sensitivity.** Taking the logarithm of $B=\alpha(1+\alpha)$ and differentiating,

$$\frac{d\ln B}{d\ln\alpha}=1+\frac{\alpha}{1+\alpha}=\frac{1+2\alpha}{1+\alpha},
\qquad
\frac{d\ln\alpha}{d\ln B}=\frac{1+\alpha}{1+2\alpha}.$$

This falls from 1 at small $\alpha$ to $\tfrac12$ at large $\alpha$. In the example it is 0.54, so a small relative error in $k_a/k_r$ produces a relative error about half as large in $\alpha$.

At fixed gas density and rate coefficients, $B\propto1/n_e$:

- $n_e=10^{15}$ m⁻³: $\alpha=18.5$;
- $n_e=10^{17}$ m⁻³: $\alpha=1.47$;
- $n_e=10^{18}$ m⁻³: $\alpha=0.28$.

A denser plasma is thus less electronegative in this model, although it does not contain fewer negative ions. Solving the original balance for $n_-$ gives

$$n_-=\frac{k_an_g}{k_r}\,\frac{n_e}{n_+}=\frac{k_an_g}{k_r}\,\frac{1}{1+\alpha},$$

which rises towards $k_an_g/k_r$ as $\alpha$ falls.

### (c) Positive-ion density supplied

If $n_+$ is known, the balance $k_an_gn_e=k_rn_+n_-$ can be divided directly by $k_rn_+n_e$:

$$\alpha=\frac{k_an_g}{k_rn_+}.$$

There is no quadratic to solve, because the density of recombination partners is already given. The electron density then follows from $n_e=n_+/(1+\alpha)$. With $k_rn_+=6.54\times10^3$ s⁻¹,

$$\alpha=\frac{3.62\times10^4}{6.54\times10^3}=5.54,$$

in agreement with part (a).

The two formulas must not be mixed. Putting $n_+$ in place of $n_e$ in the definition of $B$ and then solving the quadratic would give $\alpha=1.91$, about one third of the correct value. The supplied "plasma density" must therefore be identified before a formula is chosen.

### (d) What fixes the electron density

Let $\nu_{iz}$ be the ionization frequency per electron. The three particle balances are

$$\frac{dn_e}{dt}=(\nu_{iz}-\nu_a-\nu_w)n_e,$$

$$\frac{dn_+}{dt}=(\nu_{iz}-\nu_w)n_e-k_rn_+n_-,$$

$$\frac{dn_-}{dt}=\nu_an_e-k_rn_+n_- .$$

Subtracting the first and third from the second gives $d(n_+-n_e-n_-)/dt=0$, so the equations preserve quasineutrality. Wall loss of pairs is absent from the third equation. At given $n_e$, the result of part (a) is therefore unchanged.

For nonzero $n_e$, the first equation has a steady state if and only if

$$\nu_{iz}=\nu_a+\nu_w=(3.62+2.00)\times10^4\ \text{s}^{-1}=5.62\times10^4\ \text{s}^{-1}.$$

The electron density has cancelled. With $\nu_w$ independent of the densities, no detachment and no electron–ion recombination, particle balance does not determine $n_e$. (This is a property of the model. Electron–ion recombination, or a wall loss proportional to $n_+=(1+\alpha)n_e$ rather than to $n_e$, makes the required $\nu_{iz}$ depend on $n_e$, and the cancellation is lost.) It is instead a condition on the electron temperature, on which $\nu_{iz}$ and $k_a$ depend. The density is set by the power balance: at fixed temperature and fixed loss frequencies each electron accounts for a fixed power, so the absorbed power determines how many electrons are sustained.

If ionization exceeds the required frequency by 1% and is held there, $n_e$ grows exponentially. After 2 ms the factor is

$$\exp(0.01\times5.62\times10^4\times2\times10^{-3})=3.08 .$$

### (e) Approach to the steady state

Dividing the negative-ion equation by the constant $n_e$ gives

$$\frac{d\alpha}{dt}=\nu_a-k_rn_e\alpha(1+\alpha)=k_rn_e(B-\alpha-\alpha^2).$$

Let $\alpha_s$ be the steady value from part (a). Since $B=\alpha_s+\alpha_s^2$,

$$B-\alpha-\alpha^2=(\alpha_s-\alpha)+(\alpha_s^2-\alpha^2)=(\alpha_s-\alpha)(1+\alpha_s+\alpha).$$

For $\alpha\ge0$ the last factor is positive. Thus $\alpha$ rises when it is below $\alpha_s$ and falls when it is above: the steady state is stable at constant $n_e$.

To integrate, use the partial fractions

$$\frac{1}{(\alpha_s-\alpha)(1+\alpha_s+\alpha)}=\frac{1}{1+2\alpha_s}\left[\frac{1}{\alpha_s-\alpha}+\frac{1}{1+\alpha_s+\alpha}\right].$$

Integration from $\alpha=0$ at $t=0$ then gives

$$\ln\frac{1+\alpha_s+\alpha}{\alpha_s-\alpha}-\ln\frac{1+\alpha_s}{\alpha_s}=\lambda t,\qquad \lambda=k_rn_e(1+2\alpha_s).$$

Define $E=e^{-\lambda t}$ and $q=\alpha_s/(1+\alpha_s)$. Exponentiating and inverting,

$$\alpha_s-\alpha=qE(1+\alpha_s+\alpha)=\alpha_sE+qE\alpha .$$

Collecting the terms in $\alpha$,

$$\boxed{\alpha(t)=\frac{\alpha_s(1-E)}{1+qE}}.$$

In the example $\lambda=1.21\times10^4$ s⁻¹, so the relaxation time is $1/\lambda=83$ µs. At 100 µs $\alpha$ has reached 3.10, and at 200 µs it is 4.69. Direct integration of the three particle balances gives the same values; see the numerical output.

The mean lifetime of a negative ion in the steady state is $1/(k_rn_+)=153$ µs, longer than the relaxation time. The reason is that, at constant $n_e$, an excess of negative ions is accompanied by an equal excess of positive ions. Differentiating the loss rate shows both contributions:

$$\frac{d}{dn_-}\left[k_r(n_e+n_-)n_-\right]=k_r(n_++n_-)=k_rn_e(1+2\alpha_s)=\lambda .$$

### (f) Detachment

The negative-ion balance acquires a second loss term:

$$k_an_gn_e=k_rn_+n_-+\nu_dn_- .$$

Dividing by $k_rn_e^2$ and defining $\delta=\nu_d/(k_rn_e)$,

$$B=\alpha(1+\alpha+\delta),\qquad
\alpha=\frac{-(1+\delta)+\sqrt{(1+\delta)^2+4B}}{2}.$$

The positive root is again the physical one. Here $\delta=500/1000=0.50$, which gives $\alpha=5.31$, or 4.05% below the value without detachment. Detachment also returns electrons to the plasma, so the ionization frequency required in part (d) is lowered to $\nu_a+\nu_w-\nu_d\alpha=5.36\times10^4$ s⁻¹. Since $\alpha$ depends on $n_e$, the electron density no longer cancels from this condition, unlike in part (d). The negative-ion balance at given $n_e$ is not altered by this.

For small $\delta$, let the electronegativity change from $\alpha$ to $\alpha+\Delta\alpha$. Keeping first-order terms in $B=(\alpha+\Delta\alpha)(1+\alpha+\Delta\alpha+\delta)$, with $B$ fixed,

$$0=(1+\alpha)\Delta\alpha+\alpha(\Delta\alpha+\delta)
\quad\Longrightarrow\quad
\frac{\Delta\alpha}{\alpha}=-\frac{\delta}{1+2\alpha}.$$

This predicts a decrease of 4.14%, close to the 4.05% found from the full solution. Detachment may be neglected when $\delta\ll1+\alpha$, that is, when

$$\nu_d\ll k_rn_+ .$$

In the example this compares 500 s⁻¹ with 6540 s⁻¹. For fixed $\nu_d$, as with detachment on a neutral species of fixed density, the condition becomes harder to meet in a thinner plasma. At $n_e=10^{14}$ m⁻³ the recombination-only formula gives $\alpha=59.7$, but the same $\nu_d$ gives $\delta=50$, comparable with $1+\alpha$, so that formula is no longer adequate. In the opposite limit, $\nu_d\gg k_rn_+$, the balance reduces to $k_an_gn_e\approx\nu_dn_-$, and

$$\alpha\approx\frac{k_an_g}{\nu_d},$$

which no longer depends on the electron density as long as $\nu_d$ does not. For electron-impact detachment, $\nu_d=k_dn_e$, the trends differ. Then $\delta=k_d/k_r$ is constant while $1+\alpha$ falls with density, so the condition is harder to meet in a denser plasma: with $\delta=0.5$, detachment lowers $\alpha$ by 0.4% at $n_e=10^{14}$ m⁻³ but by 25% at $10^{18}$ m⁻³. The detachment-dominated limit then scales as $1/n_e$.

## Numbers as computed

```
gas pressure                          2.0 Pa
gas temperature                       400 K
attachment coefficient                1.0e-16 m^3/s
recombination coefficient             1.0e-13 m^3/s
electron density                      1.0e+16 m^-3
gas density                           3.6215e+20 m^-3
attachment frequency k_att n_gas      3.6215e+04 1/s
k_rec n_e                             1.0000e+03 1/s
B                                     36.215 (no unit)
sqrt(1+4B)                            12.0772 (no unit)
alpha, closed form                    5.5386 (no unit)
alpha, species equations at 2 ms      5.5386 (no unit)
rejected root                         -6.5386 (no unit)
negative-ion density                  5.539e+16 m^-3
positive-ion density                  6.539e+16 m^-3
negative-ion density                  5.539e+10 cm^-3
positive-ion density                  6.539e+10 cm^-3
attachment rate                       3.6215e+20 m^-3 s^-1
recombination rate                    3.6215e+20 m^-3 s^-1
shortcut sqrt(B)                      6.0179 (no unit)
error of sqrt(B)                      8.65 %
shortcut sqrt(B)-1/2                  5.5179 (no unit)
alpha if n_pos is misused as n_e      1.9060 (no unit)
wall-loss frequency                   2.0e+04 1/s
required ionization frequency         5.6215e+04 1/s
n_e growth in 2 ms, 1% excess ioniz.  3.078 (factor)
relaxation rate                       1.2077e+04 1/s
relaxation time                       82.8 us
negative-ion lifetime                 152.9 us
alpha from species eqs at    20 us    0.7137 (no unit)
alpha from species eqs at    50 us    1.7160 (no unit)
alpha from species eqs at   100 us    3.0987 (no unit)
alpha from species eqs at   200 us    4.6891 (no unit)
detachment frequency                  500 1/s
k_rec n_pos                           6539 1/s
delta                                 0.500 (no unit)
alpha with detachment                 5.3144 (no unit)
change by detachment                  -4.05 %
first-order estimate of change        -4.14 %
table: n_e (m^-3), B, alpha, dln(alpha)/dln(B)
  1e+14   3621.4853    59.6809  0.5042
  1e+15    362.1485    18.5368  0.5131
  1e+16     36.2149     5.5386  0.5414
  1e+17      3.6215     1.4676  0.6271
  1e+18      0.3621     0.2824  0.8195
  1e+19      0.0362     0.0350  0.9673
```
